# Thermal Conductivity from a Steady Sinusoidal Heat Source

## Definitions and conventions

A uniform medium fills a cell of length $L$ along $x$. The cell is periodic: the point $x=L$ is the same physical point as $x=0$. The medium does not flow, its thermal conductivity $k$ is isotropic, and nothing varies across the section. Heat is supplied with the power per volume

$$s(x)=S\sin(qx),\qquad q=\frac{2\pi n}{L},\qquad n=1,2,\ldots$$

Where $s$ is positive, energy is added; where it is negative, energy is removed. The amplitude $S$ is in W/m³ and the wavevector $q$ in 1/m. The heat flux $J$, in W/m², is positive when energy moves towards larger $x$. The heat capacity per volume is $C$, in J/(m³ K), and is taken as constant.

The temperature is $T(x)$, its cell average is $T_0$, and $\theta=T-T_0$. The temperature amplitude is defined by the projection

$$A=\frac{2}{L}\int_0^L T(x)\sin(qx)\,dx .$$

For $T=T_0+A\sin(qx)$ this returns $A$, because $\sin(qx)$ has zero mean and $\sin^2(qx)$ has mean $1/2$.

The result to be derived is

$$A=\frac{S}{kq^2},\qquad\text{so that}\qquad k=\frac{S}{q^2A}.$$

It assumes Fourier's law on the length scale $1/q$ and a conductivity that hardly changes over the temperature swing. Both assumptions are relaxed below. The source still exchanges energy with the medium, but heating and cooling are spread over the whole cell instead of being confined to a hot and a cold reservoir.

## The steady temperature

The energy in a thin layer changes because of the source and because of the difference between the fluxes at its two faces:

$$C\frac{\partial T}{\partial t}=-\frac{\partial J}{\partial x}+S\sin(qx).$$

Fourier's law is $J=-k\,\partial T/\partial x$. For constant $k$,

$$C\frac{\partial T}{\partial t}=k\frac{\partial^2T}{\partial x^2}+S\sin(qx).\tag{1}$$

Integrate the energy balance over the cell. The flux term vanishes, since $J(L)=J(0)$, and the source integrates to zero. The total energy is therefore conserved, which permits a steady state and keeps the mean temperature at its initial value $T_0$. A source with nonzero mean would heat or cool the cell indefinitely.

In the steady state $dJ/dx=S\sin(qx)$. One integration gives

$$J=-\frac{S}{q}\cos(qx)+J_0 .$$

Fourier's law then gives

$$\frac{dT}{dx}=-\frac{J}{k}=\frac{S}{kq}\cos(qx)-\frac{J_0}{k}.$$

Integrated over the cell, the cosine contributes nothing, so $T(L)-T(0)=-J_0L/k$. Periodicity requires this to vanish; hence $J_0=0$. A second integration yields

$$T(x)=T_0+\frac{S}{kq^2}\sin(qx).\tag{2}$$

The temperature is highest where heating is strongest. The flux is largest in magnitude a quarter wavelength away, where the source is zero and the temperature is steepest. One factor $1/q$ arises because a longer wave collects power over a longer distance, which raises the flux. The other arises because the resulting gradient acts over a longer distance.

No other steady profile has the same mean. If $\delta(x)$ is the difference of two steady solutions, then $k\delta''=0$. Multiply by $\delta$ and integrate by parts over the periodic cell:

$$0=k\int_0^L\delta\,\delta''dx=-k\int_0^L(\delta')^2dx .$$

Thus $\delta'=0$, and the solutions differ at most by a constant.

## Reading the conductivity from the whole profile

The amplitude need not be read at the hottest point. Let a general periodic source with zero mean have the sine component

$$S_1=\frac{2}{L}\int_0^L s(x)\sin(qx)\,dx .$$

Multiply the steady equation $kT''+s=0$ by $(2/L)\sin(qx)$ and integrate. Two integrations by parts give

$$\int_0^LT''\sin(qx)dx=-q\int_0^LT'\cos(qx)dx=-q^2\int_0^LT\sin(qx)dx .$$

The boundary terms cancel by periodicity. Therefore

$$kq^2A=S_1.\tag{3}$$

Equation (3) also holds for localised heating, as long as Fourier's law with constant $k$ holds. Consider $n=1$, with one slab of width $w$ heated at power density $S_r$ around $x=L/4$ and another cooled at the same rate around $3L/4$. Both slabs contribute equally to $S_1$:

$$S_1=\frac{4S_r}{L}\int_{-w/2}^{w/2}\cos(qu)\,du=\frac{4S_rw}{L}\,\frac{\sin(qw/2)}{qw/2}.$$

Setting $S_1=S$ gives the ratio of local power densities at equal amplitude $A$:

$$\frac{S_r}{S}=\frac{L}{4w}\,\frac{qw/2}{\sin(qw/2)}.$$

For $L=20$ nm and $w=1$ nm this is 5.02. The peak power density of the sinusoidal source is thus about five times lower than that of these narrow slabs. It also contains a single wavelength, so in a uniform medium with linear response the whole temperature profile is one sine wave. Narrow slabs excite shorter waves as well, which the projection removes.

## The approach to the steady state

Start from uniform temperature and insert $\theta=a(t)\sin(qx)$ into equation (1). Each term is proportional to $\sin(qx)$, so

$$C\frac{da}{dt}=S-kq^2a .$$

With $a(0)=0$ the solution is

$$a(t)=A\left(1-e^{-t/\tau}\right),\qquad \tau=\frac{C}{kq^2}.\tag{4}$$

The heat capacity sets the waiting time but does not enter the final amplitude. For given $k$ and $C$, doubling the wavelength makes the wait four times longer.

## Worked example: a simulation cell resembling silica glass

The parameters are rough values in the regime of silica glass near room temperature: $k=1.40$ W/(m K) and 66 atoms/nm³. The cell has $L=20$ nm and a section of 4 nm by 4 nm. Its mean temperature is 300 K, and $n=1$. The source amplitude is 2.00 nW/nm³, or $2.00\times10^{18}$ W/m³, which corresponds to 0.189 eV/ns per atom at the source maximum.

In a classical harmonic solid each atom has three kinetic and three potential quadratic terms, each with mean energy $k_BT/2$. Thus $C=3n_ak_B$, where $n_a$ is the number of atoms per volume, and

$$C=3(66\times10^{27})(1.381\times10^{-23})=2.73\times10^6\ \text{J/(m³ K)}.$$

The wavevector is $q=2\pi/(20\ \text{nm})=0.3142$ nm⁻¹. The amplitude is

$$A=\frac{2.00\times10^{18}}{1.40\,(3.142\times10^8)^2}\ \text{K}=14.5\ \text{K}.$$

The peak flux is $S/q=6.37$ GW/m², and the relaxation time is $\tau=19.8$ ps. A time integration of the heat equation on 200 cells gives a steady amplitude of 14.476 K, against 14.474 K from the formula. At $t=\tau$ it gives 9.150 K, in agreement with $A(1-e^{-1})$.

## Conductivity that varies with temperature

Let $k=k_0(1+\beta\theta)$, with $k_0$ the conductivity at $T_0$, and from here on let $A=S/(k_0q^2)$ denote the amplitude for constant conductivity. Since

$$(1+\beta\theta)\theta'=\frac{d}{dx}\left(\theta+\frac{\beta\theta^2}{2}\right),$$

the Kirchhoff variable $u=\theta+\beta\theta^2/2$ obeys $k_0u''+S\sin(qx)=0$. Its periodic solution is $u=A\sin(qx)+c$. The constant $c$ follows from the condition that $\theta$ has zero mean.

For small $\beta\theta$, inversion gives

$$\theta=u-\frac{\beta u^2}{2}+\frac{\beta^2u^3}{2}+\cdots$$

To first order in $\beta$, the mean of $\theta$ is $c-\beta A^2/4$, so $c=\beta A^2/4$. Now insert $u=A\sin(qx)+c$ and use

$$\sin^2z=\frac{1-\cos2z}{2},\qquad \sin^3z=\frac{3\sin z-\sin3z}{4}.$$

The term $-\beta u^2/2$ contributes a second harmonic $(\beta A^2/4)\cos(2qx)$. The coefficient of $\sin(qx)$, through order $\beta^2$, is

$$A-\beta Ac+\frac{3\beta^2A^3}{8}=A\left(1-\frac{\beta^2A^2}{4}+\frac{3\beta^2A^2}{8}\right)=A\left(1+\frac{\beta^2A^2}{8}\right).\tag{5}$$

There is no first-order error in the projected amplitude. The hot half conducts differently from the cold half, but to first order the resulting distortion is a second harmonic, which the projection removes. The second-order term in equation (5) is for a conductivity linear in temperature. An additional term $k_0\gamma\theta^2$ in $k$ would change the relative amplitude by a further $-\gamma A^2/4$, which can be equally large.

With a rough $\beta=0.001$ K⁻¹, the second harmonic is 0.052 K and the amplitude changes by 0.003%. To resolve the effect, the heat equation was also solved with $\beta=0.01$ K⁻¹. The amplitude rose by 0.266% and the second harmonic was 0.530 K; the leading-order formulas give 0.262% and 0.524 K. The differences, between 1% and 2% of each effect, are of the size expected from the next order, since $(\beta A)^2$ is about 0.02.

## Heating and measuring in slabs

A simulation may divide the cell into $N$ slabs of width $w=L/N$ with centres $x_j$. Suppose that slab $j$ is heated uniformly at $S\sin(qx_j)$. Over one slab,

$$\int_{-w/2}^{w/2}\sin[q(x_j+u)]\,du=w\,g\sin(qx_j),\qquad g=\frac{\sin(qw/2)}{qw/2}.$$

The part containing $\cos(qx_j)\sin(qu)$ is odd in $u$ and vanishes. Since $\sum_j\sin^2(qx_j)=N/2$ for $N>2n$ with equally spaced slabs centred at $(j-\tfrac12)w$,

$$S_1=\frac{2}{L}\,S\,w\,g\,\frac N2=Sg .$$

Averaging the temperature over each slab multiplies the sine by $g$ again. The measured amplitude is therefore $g^2A$, apart from a contribution of short waves that the slab sampling cannot distinguish from the fundamental. Its relative size is about $2(n/N)^4$ for $N\gg n$, near $10^{-5}$ for $N=20$ and $n=1$. It is not negligible for few slabs: for $n=1$ it is 1.5% with four slabs and 7% with three.

For 20 slabs of 1 nm, $g^2=0.992$. A solution of the heat equation with this slab heating and averaging agrees with the factor to within $2\times10^{-4}$. Without correction, the conductivity would come out 0.8% too high. Dividing the measured amplitude by $g^2$ removes this bias.

## Finite mean free path

Fourier's law fails when heat carriers travel a distance comparable to $1/q$ between collisions. A gray model, in which all phonons have the same speed $v$ and mean free path $\Lambda$, shows how the failure begins.

Let $\mu$ be the cosine of the angle between a phonon's direction and $x$. Let $e(x,\mu)$ be the excess energy density, normalised so that its average over directions is

$$\bar e=\frac12\int_{-1}^{1}e\,d\mu=C\theta .$$

Collisions return $e$ to $\bar e$ in a time $\tau_p=\Lambda/v$, and the source feeds all directions equally:

$$v\mu\frac{\partial e}{\partial x}=\frac{\bar e-e}{\tau_p}+s.\tag{6}$$

For slow variation, $e\approx\bar e-\Lambda\mu\,\partial\bar e/\partial x$. The flux is the average of $v\mu e$. Since $\mu$ averages to zero and $\mu^2$ to $1/3$, it equals $-(Cv\Lambda/3)\,\partial\theta/\partial x$. Hence $k=Cv\Lambda/3$.

For arbitrary $q$, replace $\sin(qx)$ by $e^{iqx}$ and take the imaginary part at the end. Write $X=q\Lambda$, and denote the complex amplitudes of $e$ and $\theta$ by hats. Equation (6) becomes

$$(1+iX\mu)\hat e=C\hat\theta+S\tau_p .$$

Divide by $1+iX\mu$ and average over directions. The imaginary part of $1/(1+iX\mu)$ is odd in $\mu$ and drops out:

$$a=\frac12\int_{-1}^{1}\frac{d\mu}{1+X^2\mu^2}=\frac{\arctan X}{X}.$$

Thus $C\hat\theta=a(C\hat\theta+S\tau_p)$, or

$$\hat\theta=\frac{S\tau_p}{C}\,\frac{a}{1-a}.$$

The Fourier amplitude is $S/(kq^2)=3S/(Cv\Lambda q^2)=3S\tau_p/(CX^2)$. The ratio of the two amplitudes is

$$R=\frac{X^2}{3}\,\frac{a}{1-a}.\tag{7}$$

For small $X$, use $a=1-X^2/3+X^4/5-\cdots$. Then

$$R\approx\frac{1-X^2/3}{1-3X^2/5}\approx1+\frac{4X^2}{15}.$$

The temperature response exceeds the Fourier value, so the apparent conductivity $k/R$ is too low. In the opposite limit $X\gg1$, $a\approx\pi/(2X)$ and

$$\hat\theta\approx\frac{\pi S}{2Cvq}.$$

The mean free path has disappeared. In this ballistic limit the amplitude contains no information about the bulk conductivity.

For the example, take a rough sound speed $v=4000$ m/s. Then $\Lambda=3k/(Cv)=0.38$ nm and $X=0.121$. Equation (7) gives $R=1.0039$, an apparent conductivity of 1.395 W/(m K). For a 10 nm wave the apparent value is 1.379 W/(m K). At small $X$,

$$\frac{1}{k_{\rm app}}=\frac1k\left(1+\frac{4\Lambda^2q^2}{15}\right).$$

Since $q^2$ is four times larger for the shorter wave, its correction cancels in

$$\frac3k=\frac{4}{k_{20}}-\frac{1}{k_{10}},$$

where the subscripts give the wavelengths in nm. The result is 1.400 W/(m K), the input value at this precision. This extrapolation requires $q\Lambda\ll1$ for all important heat carriers at both wavelengths. In many crystals the mean free paths span a broad range, the correction does not follow $q^2$ at such wavelengths, and the formula can be far from the bulk conductivity.

If slab averaging is also left uncorrected, the 20 nm wave gives $1.40/(1.0039\times0.992)=1.406$ W/(m K). The two errors have opposite signs, and for this slab width the slab error is the larger.

## Thermal noise and averaging time

Even in equilibrium the amplitude fluctuates. Divide the cell, of total volume $V$, into $M$ equal thin layers. Canonical energy fluctuations have variance $k_BT^2$ times the heat capacity. Dividing by the heat capacity squared gives the variance of a layer's temperature, $k_BT_0^2M/(CV)$. Treat the layers as independent. The projection is $(2/M)\sum_j\theta_j\sin(qx_j)$, so its variance is

$$\sigma_0^2=\frac{4}{M^2}\,\frac M2\,\frac{k_BT_0^2M}{CV}=\frac{2k_BT_0^2}{CV}.$$

The fixed total energy does not alter this, since the sine wave has zero mean. By equation (4), a deviation decays on average as $e^{-t/\tau}$. Its correlation time integral over positive and negative delays is $2\tau$. For an averaging time $t\gg\tau$,

$$\sigma_A=\sigma_0\sqrt{\frac{2\tau}{t}}.\tag{8}$$

In the example $\sigma_0=1.69$ K. Averaging for 4.0 ns reduces this to 0.168 K, or 1.2% of $A$. The same relative uncertainty applies to $k$, to first order. This exceeds the slab error and the gray-model finite-path error for the chosen run. The comparison holds within the gray model only: if a few percent of $k$ is carried by modes with paths of several nanometres or more, $q\Lambda$ is of order one or larger for them, much of their share is lost, and the finite-path error can exceed the noise. The estimate refers to total energy; additional fluctuations of a thermometer that reads kinetic energy alone are not included.

At fixed section, temperature, $k$ and $C$, equation (8) gives $\sigma_A^2\propto\tau/(Vt)\propto L/t$ for $n=1$. As long as $q\Lambda\ll1$ for all important heat carriers, a longer cell reduces the finite-path error as $1/L^2$, but the averaging time must grow as $L$ to keep the same $\sigma_A$, provided that $t\gg\tau$ still holds. The relative noise in $k$ is then also unchanged if $S$ is reduced as $1/L^2$, which holds $A$ fixed. The wait for the steady state grows faster, as $L^2$, and in a sufficiently long cell it takes up most of the run.

## A direct nonequilibrium simulation

A stochastic lattice provides a case in which $k$ is known from the microscopic rule. It has 16 periodic planes, each with 200 sites of mean energy 1. Plane spacing, time step and heat capacity per site are also 1. At each step every site is paired with a random site in one of its two neighbouring planes, and the pair's energy is divided between the two sites, with a fraction drawn uniformly between 0 and 1.

Between two given planes, half of the sites are linked. A linked pair transfers on average half its energy difference. The mean flux per site is therefore one quarter of the difference, so $k=1/4$. After each exchange, all energies in a plane are multiplied by a common factor chosen to add the prescribed source energy.

For a sine wave, the second difference between planes is

$$\sin[q(j+1)]+\sin[q(j-1)]-2\sin(qj)=-4\sin^2(q/2)\sin(qj).$$

Hence $q^2$ is replaced by $4\sin^2(q/2)=0.1522$. The amplitude is read after the source has been added, because this is the profile on which the next exchange acts; read just before the source, it would be lower by the source amplitude and would give $k\approx0.26$. A source of 0.0075 per site and step produced an amplitude of 0.1969 over 60,000 steps. The extracted conductivity is

$$k=\frac{0.0075}{0.1969\times0.1522}=0.250,$$

with a standard error of 0.001, in agreement with $1/4$. Averages over blocks of 1000 steps scattered by 0.0054, against 0.0057 from equation (8). With 60 blocks the measured scatter is itself uncertain by about 9%, so the two agree.

## Use for real materials

The chosen density and wavelength suit a molecular-dynamics cell of silica glass. The chosen $k$ is close to the measured room-temperature value, while $C$ is the classical one; a classical simulation need not reproduce the measured $k$ and may give a larger value, which would change $A$, $\tau$ and $\Lambda$ accordingly. The source is a simulation device: it heats one 10 nm half of the cell and cools the other throughout their volume. The maximum gradient, $qA=4.5$ K/nm, is correspondingly steep.

The gray mean free path, about one and a half times the mean atomic spacing $n_a^{-1/3}=0.25$ nm, is only an indication of scale, because many vibrations in a glass do not travel as phonons. In crystals whose heat-carrying phonons have paths much longer than the cell, $X$ is large and equation (2) does not yield the bulk conductivity.

For comparison with a real glass, the largest limitation estimated here is classical statistics. A quantum oscillator of energy 60 meV, a rough representative value, has at 300 K only 0.65 of its classical heat capacity. If the heat diffusivity $k/C$ were unchanged, the conductivity carried by such modes would fall by the same 35%. That is a scale estimate, not a correction to apply, since a glass has a broad range of vibrational energies. Within the classical simulation the relation $k=S/(q^2A)$ is unaffected. The numerical output lists the values used in these notes.

## Values computed for the example and the checks

```
Input conductivity k: 1.40 W/(m K)
Input atom density: 66 atoms/nm^3
Input sound speed: 4000 m/s
Input k slope beta: 0.0010 1/K
Mean temperature: 300 K
Cell length: 20 nm; side: 4 nm
Source amplitude S: 2.00 nW/nm^3
Source amplitude S in SI: 2.00e+18 W/m^3
Source per atom: 0.189 eV/ns
Wavevector q: 0.31416 1/nm
Classical heat capacity C: 2.7337e+06 J/(m^3 K)
Temperature amplitude A, formula: 14.474 K
Temperature amplitude A, heat equation: 14.476 K
Peak heat flux S/q: 6.366 GW/m^2
Relaxation time tau: 19.78 ps
Amplitude at t = tau, heat equation: 9.150 K
Number of slabs: 20; width: 1.00 nm
Slab amplitude factor: 0.99180
Local/sinusoidal peak power density: 5.021
Second harmonic from beta: 0.0524 K
Fundamental shift from beta: 0.00262 %
Test slope for variable k: 0.010 1/K
Test fundamental shift, heat equation: 0.2662 %
Test second harmonic, heat equation: 0.5295 K
Gray mean free path: 0.384 nm; q*mfp: 0.1207
Gray amplitude factor R: 1.00387
Apparent k, 20 nm wave, gray only: 1.39461 W/(m K)
Apparent k, 10 nm wave, gray only: 1.37890 W/(m K)
Extrapolated k: 1.39992 W/(m K)
Apparent k, 20 nm, gray and slabs: 1.4061 W/(m K)
Instantaneous amplitude noise: 1.685 K
Averaging time: 4.0 ns
Noise after averaging: 0.168 K
Relative noise in A and k: 1.16 %
Einstein phonon energy: 60 meV
Quantum/classical heat capacity: 0.650
Lattice planes: 16; sites per plane: 200
Lattice averaging steps: 60000; block: 1000 steps
Lattice source: 0.0075 energy units/step
Lattice factor 4 sin^2(q/2): 0.15224 (dimensionless)
Lattice amplitude: 0.19694 energy units
Lattice k from exchange rule: 0.2500 lattice units
Lattice k from simulation: 0.25015 lattice units
Standard error of simulated k: 0.00089 lattice units
Site energy mean square/squared mean: 1.949 (thermal: 2)
Block noise, predicted: 0.00573 energy units
Block noise, measured: 0.00542 energy units
```
